# Inverse-square electron density at the trigonometric–hyperbolic boundary of an undoped film

**Q.** You say that an undoped film between two unequal gates has trigonometric and hyperbolic solutions, with a boundary between them. Before I accept any of that, what is being solved?

**A.** Poisson's equation across a film $0\le x\le T$. The front gate lies to the left of $x=0$ and the back gate to the right of $x=T$. The gate voltages and oxide thicknesses may differ.

I assume that the potential $\psi$ varies along $x$ alone, that electrons obey classical Boltzmann statistics, and that no current flows across the film, so their quasi-Fermi potential does not depend on $x$. I take that potential as zero for now and measure $\psi$ from the point where the intrinsic level meets it. Then

$$n=n_i e^{\psi/V_t},\qquad V_t=\frac{kT_{\rm abs}}{q}.$$

Holes, dopants, quantum confinement, image forces and correlation between electrons are left out, and I shall size them later. The charge density is $-qn$, and $\psi''=-\rho/\varepsilon$, so

$$\psi''=\frac{qn}{\varepsilon}.$$

With $u=\psi/V_t$ and the abbreviation $A=2\varepsilon V_t/q$, this reads

$$u''=\frac{qn}{\varepsilon V_t}=\frac{2n}{A}.$$

**Q.** Where does a constant come from?

**A.** From the first integral. Define

$$C=u'^2-\frac{4n}{A}.$$

Since $n'=nu'$, its derivative is

$$C'=2u'u''-\frac{4nu'}{A}=2u'\,\frac{2n}{A}-\frac{4nu'}{A}=0.$$

So $C$ has one value throughout the film. To see its meaning, multiply by $\varepsilon V_t^2/2$ and use $E=-\psi'=-V_tu'$:

$$\frac{\varepsilon V_t^2}{2}C=\frac{\varepsilon E^2}{2}-\frac{2\varepsilon V_t^2}{A}\,n=\frac{\varepsilon E^2}{2}-nkT_{\rm abs}.$$

The last step uses $2\varepsilon V_t^2/A=qV_t=kT_{\rm abs}$. The constant compares the electric stress with the pressure of the electron gas.

**Q.** The equation is still nonlinear. Why should sines appear?

**A.** Because the inverse square root of the density obeys a linear equation. Put $w=n^{-1/2}>0$. Then $\ln n=-2\ln w$, and since $u$ and $\ln n$ differ by a constant,

$$u'=-\frac{2w'}{w}.$$

Inserting this and $n=1/w^2$ in the first integral gives

$$C=\frac{4w'^2}{w^2}-\frac{4}{Aw^2}
\quad\Longrightarrow\quad
w'^2=\frac{C}{4}w^2+\frac1A. \tag{1}$$

**Q.** You will now differentiate and divide by $w'$. That fails where the field vanishes.

**A.** Poisson's equation avoids the division. Differentiating $u'$ once more,

$$u''=-\frac{2w''}{w}+\frac{2w'^2}{w^2}=\frac{2}{Aw^2}.$$

Multiplication by $w^2/2$ gives $ww''=w'^2-1/A$. By (1) the right side is $Cw^2/4$, and $w$ is positive, so

$$w''=\frac{C}{4}w. \tag{2}$$

This holds at points of zero field too. A negative $C$ gives trigonometric functions and a positive $C$ gives exponentials. At $C=0$ the equation is $w''=0$.

**Q.** Then finish the case $C=0$. What is the density?

**A.** Equation (1) gives $w'=\pm A^{-1/2}$, and (2) says that the slope stays constant. Take the plus sign, for which density falls toward the back. The straight line can be written

$$w=\frac{x+d}{\sqrt A},$$

where $d$ is the constant of integration. Squaring and inverting,

$$n(x)=\frac{A}{(x+d)^2},\qquad A=\frac{2\varepsilon V_t}{q}. \tag{3}$$

Since $w$ must be positive at $x=0$, we have $d>0$. The plane $x=-d$ therefore lies outside the film, beyond the denser surface. The minus sign gives the mirror image, with the plane beyond the back surface.

**Q.** The density is infinite on that plane. Is some real sheet of charge hiding there?

**A.** No. Formula (3) describes the film, and the plane is found by continuing it past the surface, where the film's equation no longer applies. That is why the plane is called virtual. The density in the film is at most $A/d^2$.

The distance also has a local meaning. With the Debye length $L_D=\sqrt{\varepsilon V_t/(qn)}$, equation (3) gives $(x+d)^2=2L_D^2$. The distance to the virtual plane is $\sqrt2$ times the Debye length at the point considered.

**Q.** Could an inverse-square profile also occur at some other value of $C$?

**A.** Suppose $n=B/z^2$ with $z=x+d$ and $B$ unknown. Then $u'=-2/z$ and $u''=2/z^2$. Poisson's equation demands $2/z^2=2B/(Az^2)$, so $B=A$. Now

$$C=\frac{4}{z^2}-\frac4A\frac{A}{z^2}=0.$$

The mirror image works in the same way. Within this model, the inverse-square law and $C=0$ imply each other. The coefficient $A$ contains neither the gate voltages nor the oxide thicknesses; they enter through $d$.

**Q.** To call this a boundary, you must show that the solutions on both sides approach it.

**A.** For $C=-4\kappa^2$, equation (2) is $w''=-\kappa^2w$. With a suitable origin its solution is $w=a\sin(\kappa z)$. Equation (1) becomes $w'^2+\kappa^2w^2=1/A$, which requires $a^2\kappa^2=1/A$. Hence

$$n=\frac{A\kappa^2}{\sin^2(\kappa z)}\qquad(C<0).$$

For $C=4\kappa^2$, write $w=\alpha e^{\kappa x}+\beta e^{-\kappa x}$. Then

$$w'^2-\kappa^2w^2=-4\kappa^2\alpha\beta=\frac1A>0.$$

The coefficients have opposite signs, so the solution is a hyperbolic sine and not a cosine. For density falling with $x$, $w=\sinh(\kappa z)/(\kappa\sqrt A)$ and

$$n=\frac{A\kappa^2}{\sinh^2(\kappa z)}\qquad(C>0).$$

For small $y$, $1/\sin^2y=1/y^2+1/3+y^2/15+\dots$, while $1/\sinh^2y=1/y^2-1/3+y^2/15-\dots$. With $y=\kappa z$ and $\kappa^2=|C|/4$, both cases give

$$\frac nA=\frac1{z^2}-\frac{C}{12}+\frac{C^2z^2}{240}+\dots \tag{4}$$

At fixed $z$ the two classes join smoothly. The leading correction to the inverse-square law, relative to that law, is $-Cz^2/12$. It is largest in size at the surface farther from the virtual plane.

**Q.** What singles out $C=0$ physically? Is it the point at which a zero-field plane enters the film?

**A.** No, that is a different condition. At $C=0$ the field is

$$E=-V_tu'=\frac{2V_t}{z},$$

which vanishes nowhere in the film. What happens is that electric stress and electron pressure balance at every point:

$$\frac{\varepsilon E^2}{2}=nkT_{\rm abs}.$$

A zero-field plane inside the film would give $C=-4n/A<0$, so it requires the trigonometric class. The reverse does not follow. There $E=2\kappa V_t\cot(\kappa z)$, whose first zero is at $\kappa z=\pi/2$, and that point may lie beyond the back surface.

**Q.** A device engineer sets gate voltages, not $C$. Which voltages give this state?

**A.** Let $U_1$ and $U_2$ be the gate voltages less their work-function offsets, and let the oxides have thicknesses $t_1,t_2$ and permittivity $\varepsilon_{ox}$. With no interface charge, displacement is continuous. On the branch with $E>0$ it points from the front gate to the back gate:

$$\varepsilon_{ox}\frac{U_1-\psi(0)}{t_1}=\frac{2\varepsilon V_t}{d},\qquad
\varepsilon_{ox}\frac{\psi(T)-U_2}{t_2}=\frac{2\varepsilon V_t}{d+T}.$$

Put $\ell_j=\varepsilon t_j/\varepsilon_{ox}$ and use $\psi=V_t\ln(n/n_i)$ with (3):

$$U_1=V_t\ln\frac{A}{n_id^2}+\frac{2V_t\ell_1}{d},$$

$$U_2=V_t\ln\frac{A}{n_i(d+T)^2}-\frac{2V_t\ell_2}{d+T}. \tag{5}$$

Both terms of $U_1$ fall as $d$ grows, and $U_1$ runs from $+\infty$ to $-\infty$. Each $U_1$ therefore fixes one $d$ and one $U_2$ on this branch. The low-density end is formal, because holes matter once $n$ nears $n_i$.

**Q.** Might the same two voltages also allow a second film state, off the boundary?

**A.** Let $\delta$ be the difference of two solutions. Since the electron density rises with $\psi$, $\delta\delta''\ge0$. The gate conditions give $\delta(0)=\ell_1\delta'(0)$ and $\delta(T)=-\ell_2\delta'(T)$. Integrating by parts,

$$\int_0^T\delta\delta''dx=-\frac{\delta(T)^2}{\ell_2}-\frac{\delta(0)^2}{\ell_1}-\int_0^T\delta'^2dx\le0.$$

The left side is not negative and the right side is not positive, so both vanish and $\delta=0$. The state is unique.

**Q.** If I then raise the back gate and hold the front gate fixed, which class do I enter?

**A.** On the branch with the denser surface at the front, the trigonometric class. Let $\eta=\partial\psi/\partial U_2$. Differentiating Poisson's equation and the gate conditions gives

$$\eta''=\frac{2n}{A}\eta,\qquad \eta(0)=\ell_1\eta'(0),\qquad \eta(T)+\ell_2\eta'(T)=1.$$

If $\eta'(0)$ were negative, $\eta$ and $\eta'$ would stay negative across the film, against the last condition. If it were zero, $\eta$ would vanish everywhere, again against that condition. So $\eta(0)$ and $\eta'(0)$ are positive. Evaluating $C$ at the front surface,

$$\frac{\partial C}{\partial U_2}=\frac{1}{V_t}\left[2u'(0)\eta'(0)-\frac{4n(0)}{A}\eta(0)\right]<0,$$

because $u'(0)=-2/d$ at the boundary. From the boundary on this branch, a small rise in $U_2$ makes $C$ negative, and a small fall makes $C$ positive. On the mirror branch $u'(0)=+2/(d+T)$ and $n(0)/A=1/(d+T)^2$, so the derivative has the sign of $1-\ell_1/(d+T)$. When $d+T>\ell_1$, raising the back gate there leads into the hyperbolic class.

**Q.** In a transistor the quasi-Fermi potential changes from source to drain. Does the boundary survive?

**A.** If the change along the channel is gradual, each cross-section obeys the same equations with $\psi$ replaced by $\psi-V$. Both gate voltages in (5) then gain $V$, and their difference does not depend on it:

$$U_1-U_2=2V_t\ln\frac{d+T}{d}+2V_t\left(\frac{\ell_1}{d}+\frac{\ell_2}{d+T}\right).$$

The right side falls steadily from infinity to zero as $d$ grows. For fixed gates with $U_1>U_2$ there is thus one value of $V$ at which the film meets this branch. The crossing lies in the channel if that value lies between those at source and drain. A long-channel calculation that uses both classes can use (3) at the crossing, where the other two formulas take the form $0/0$.

**Q.** How much charge does the film hold at the boundary?

**A.** The electron sheet density is

$$N=\int_0^T\frac{A\,dx}{(x+d)^2}=A\left(\frac1d-\frac1{d+T}\right)=\frac{AT}{d(d+T)}. \tag{6}$$

Gauss's law gives the same result from $qN=\varepsilon[E(0)-E(T)]$. There are two limits. For $d\gg T$ the density is nearly uniform and $N\simeq AT/d^2$. For $d\ll T$ the charge gathers near the front, $N\simeq A/d$, and the back density approaches $A/T^2$, provided the back gate is kept on the boundary by (5). At another fixed back-gate voltage it does not: for the film below at $U_1=0.70$ V the classical back density is about $0.29\,A/T^2$ at $U_2=0.05$ V and $2.1\,A/T^2$ at $U_2=0.20$ V. Both limits are classical. With hard walls a nearly uniform film loses a fraction of about $\lambda/(2T)$ of its sheet density, where $\lambda$ is the electrons' thermal wavelength; this is 16% for the 40 nm film below. The second limit fails near the front once $d$ is comparable with $\lambda$. For that film $d\ll T$ already means $d<\lambda$, and at $d=2$ nm the front density reaches the conduction-band density of states, so Boltzmann statistics fail as well.

**Q.** Give me numbers for a material in which this could matter.

**A.** Take a germanium-on-insulator film at 300 K with $T=40$ nm, relative permittivity 16 and $n_i=2\times10^{13}$ cm$^{-3}$, which are rough material values. The equivalent oxides are 2 nm and 10 nm thick, with relative permittivity 3.9. I choose $d=20$ nm. The virtual plane then lies 20 nm outside the film, well past a 2 nm front oxide, which underlines that it is not a physical layer.

With $V_t=25.85$ mV, $A=4.572\times10^{19}$ cm$^{-3}$ nm$^2$. The surface densities are

$$n(0)=\frac{4.572\times10^{19}}{20^2}=1.14\times10^{17}\ {\rm cm^{-3}},$$

$$n(T)=\frac{4.572\times10^{19}}{60^2}=1.27\times10^{16}\ {\rm cm^{-3}}.$$

The distance triples and the density falls ninefold. The front field is $2(25.85\ {\rm mV})/(20\ {\rm nm})=2.585$ mV/nm, or 0.0259 MV/cm. The back field is one third of that, 0.0086 MV/cm.

For the gates, $\ell_1=(16/3.9)(2\ {\rm nm})=8.21$ nm and $\ell_2=41.0$ nm. The surface potentials are 223.6 mV and 166.8 mV, so

$$U_1=223.6+8.21(2.585)=244.8\ {\rm mV},$$

$$U_2=166.8-41.0(0.862)=131.5\ {\rm mV}.$$

The digits belong to the assumed data: taking $n_i=2.4\times10^{13}$ cm$^{-3}$ instead lowers both voltages by about 4.7 mV.

Equation (6), with 1 nm $=10^{-7}$ cm, gives

$$N=\frac{(4.572\times10^{19})(40)}{(20)(60)}\times10^{-7}=1.52\times10^{11}\ {\rm cm^{-2}}.$$

**Q.** Those numbers repeat your formulas. Has Poisson's equation been solved without them?

**A.** Yes. A numerical boundary-value solution was given the two gate voltages, unrounded, and the film data. Its density agrees with (3) to about one part in $10^{12}$, relative to (3), a figure set by the solver's mesh and tolerance. With the voltages rounded to 244.8 and 131.5 mV the difference is 0.14%. In a separate search, $U_1$ was held fixed and $U_2$ was varied until the numerical $C$ vanished. The search gave $U_2=0.13148$ V, the value from (5). These tests confirm the mathematics of the model, not the physics it omits.

**Q.** How sharply must the back gate be set?

**A.** Hold $U_1$ fixed and move $U_2$ by 20 mV either way.

- At $+20$ mV, $C=-1.03\times10^{-3}$ nm$^{-2}$ and the back density is $1.75\times10^{16}$ cm$^{-3}$. That is 1.38 times the inverse-square value calculated with this state's own virtual plane.
- At $-20$ mV, $C=1.15\times10^{-3}$ nm$^{-2}$ and the back density is $9.1\times10^{15}$ cm$^{-3}$, or 0.72 times the corresponding value.

The first two corrections in (4) account for most of this. At $+20$ mV, with $z=60.0$ nm at the back, they give $1+0.31+0.06=1.37$.

The trigonometric state also answers your earlier question about zero field. Its back field is still 0.0058 MV/cm and points the same way as before. With $\kappa=0.0161$ nm$^{-1}$, zero field would occur at $z=\pi/(2\kappa)\simeq98$ nm, whereas the film ends at 60 nm.

**Q.** Electrons in germanium are light. Can a classical density at a hard wall be trusted?

**A.** Not close to the wall. For a (001) film the four L valleys have the same mass across the film, about $0.119\,m_e$, and a thermal wavelength of 12.5 nm. I calculated the subbands with hard walls, holding the classical potential and the Fermi level fixed. The sheet density is then 0.77 of the classical value, and the density peaks 5.8 nm from the front surface instead of at it.

In this fixed potential the quantum density at mid-film is within 1% of (3), while the law fails at the surfaces. The lost sheet density corresponds to a potential shift of about 7 mV. This estimate is not self-consistent. At fixed gate voltages the potential readjusts upward by about 2 mV, the sheet density becomes about 0.83 of the classical value, and the mid-film density lies about 7% above (3). These figures are for infinite walls. Finite barriers of 1 to 3.2 eV, with an assumed oxide mass between $0.119$ and $0.5\,m_e$, soften them: the ratio becomes 0.79 to 0.85 in the fixed potential, with the peak at 4.6 to 5.5 nm, and 0.85 to 0.89 at fixed gate voltages, with the mid-film density about 5 to 6% above (3).

**Q.** And interface traps? Germanium is hardly known for perfect surfaces.

**A.** At 300 K, and for the light doping of $10^{15}$ cm$^{-3}$ taken below, they give the largest shift of the back-gate voltage among the omitted effects considered here; $10^{17}$ acceptors cm$^{-3}$ would shift it more. For comparison, restoring the sheet density lost to confinement takes about 8 mV on both gates together, or about 32 mV on the back gate alone, with hard walls; by the same measure the traps assumed below take about 14 mV and 63 mV. At the front gate their shift is of the same order as that caused by confinement. Assume $2\times10^{11}$ traps cm$^{-2}$ eV$^{-1}$ and a neutral level 0.10 eV above the valence edge, both rough values. The trapped sheets are $8.9\times10^{10}$ cm$^{-2}$ at the front and $7.7\times10^{10}$ cm$^{-2}$ at the back, roughly half the mobile sheet density in each case (0.58 and 0.51 of it).

To keep the same film state, the charge on each gate must rise by the amount trapped at its interface. At the back this takes the gate charge from $-7.6\times10^{10}$ elementary charges per cm$^2$ to nearly zero ($+0.1\times10^{10}$, a remainder whose sign reverses if the neutral level is taken 0.01 eV higher): the field lines that leave the film now end on the traps instead of on the back gate. A trapped sheet $N_{t,j}$ raises $U_j$ by $qN_{t,j}t_j/\varepsilon_{ox}$, which is 8 mV at the front and 36 mV at the back. Equation (3) is untouched, because the traps lie outside the region where Poisson's equation was integrated. The boundary, however, moves by more than the 20 mV step considered above.

**Q.** What about the other omissions?

**A.** They are smaller here. Adding $10^{15}$ acceptors cm$^{-3}$ and the holes, at fixed gate voltages, changes the density by at most 1.6% of its original value. This depends on the low doping assumed: the change is about 15% at $10^{16}$ cm$^{-3}$, and at $10^{17}$ cm$^{-3}$ the undoped model fails. The degeneracy correction at the front is about 0.4%. Image forces from the oxides and gates, with the screening of each electron by the others, add potential energies of a few meV. A rough estimate at fixed gate voltages raises the mid-film density by 2 to 5% and changes the sheet density by up to about 4%, more than the light doping or degeneracy but less than confinement or traps. The front oxide field is 0.11 MV/cm, far below a breakdown field of roughly 10 MV/cm for good silicon dioxide.

Temperature is an operating condition rather than an omission, and the following change of it moves the gate voltages by more than the traps do. At 358 K, with $d$ held at 20 nm, $A$ and the density rise by 19%. The gate voltages needed fall to 0.226 V and 0.090 V, if the gap and work-function offsets are held constant. Holes remain negligible: at the back there are about $2\times10^{-4}$ per electron. The real gap shrinks by roughly 0.02 eV over this range, which lowers both voltages, measured from the intrinsic level, by about a further 12 mV and doubles the hole ratio.

**Q.** So how close is this example to a real transistor?

**A.** A thickness of some tens of nanometres suits a germanium-on-insulator film, but strongly scaled fins are nearer 10 nm or below. That is less than the thermal wavelength found here, so (3) should not be used as their density profile. A buried oxide can also be much thicker than 10 nm, which raises the back-gate shift per trapped electron in proportion. The assumed trap density belongs to a well-passivated surface. Ten times as many traps would shift the gates by about 80 mV and 360 mV for the same film state. A short channel breaks a further assumption, since the potential then varies strongly along the channel as well, and I have not sized that effect. The values for the basic example are in the numerical output below.

## Numbers as computed

```
temperature 300 K, thermal voltage 25.852 mV
relative permittivity: film 16.0, oxide 3.9
intrinsic density 2.00e+13 cm^-3, gap 0.66 eV
film 40 nm, oxides 2 and 10 nm
virtual plane beyond front surface: 20.0 nm
A = 4.5717e+19 cm^-3 nm^2
boundary gates: U1 0.24485 V, U2 0.13148 V
U2 from numerical root search: 0.13148 V
x (nm), density by law, numerical density (cm^-3):
     0  1.1429e+17  1.1429e+17
    10  5.0797e+16  5.0797e+16
    20  2.8573e+16  2.8573e+16
    30  1.8287e+16  1.8287e+16
    40  1.2699e+16  1.2699e+16
largest relative density error 9.8e-13
surface potentials: front 0.22364 V, back 0.16684 V
film field: front 0.02585, back 0.00862 MV/cm
electron pressure: front 473.4, back 52.6 Pa
electric stress: front 473.4, back 52.6 Pa
sheet density: law 1.5239e+11, numerical 1.5239e+11 cm^-2
back gate +20 mV trigonometric:
  C -1.0336e-03 nm^-2, k 0.01608 nm^-1
  plane distance 20.044 nm, back density 1.7477e+16 cm^-3
  back density over A/z^2: 1.3782
  back field 0.00575 MV/cm
back gate -20 mV hyperbolic:
  C 1.1485e-03 nm^-2, k 0.01694 nm^-1
  plane distance 19.951 nm, back density 9.1184e+15 cm^-3
  back density over A/z^2: 0.7169
  back field 0.01140 MV/cm
confinement mass 0.1192 m_e, thermal wavelength 12.46 nm
lowest two subbands above front band edge: 26.2, 41.8 meV
quantum/classical sheet density 0.773
quantum/classical density at mid-film 1.005
quantum density peak 5.8 nm from front
equivalent potential shift 6.6 mV
assumed trap density 2.0e+11 cm^-2 eV^-1, neutral level 0.10 eV
trapped sheet: front 8.87e+10, back 7.74e+10 cm^-2
trap gate shift: front 8.2, back 35.9 mV
acceptors 1.0e+15 cm^-3 with holes: largest density change 1.61 %
conduction-band density of states 1.032e+19 cm^-3
degeneracy correction at front 0.39 %
oxide field: front 0.1061, back 0.0354 MV/cm
back hole/electron ratio at 300 K: 2.5e-06
at 358 K: intrinsic density 2.06e+14 cm^-3, hole/electron ratio 1.9e-04
same d at 358 K: density factor 1.1933, U1 0.2257 V, U2 0.0904 V
```
